# Size, Position and Ellipticity of a Contact from Its Edge Harmonics

## 1. The decision

A measured contact edge consists of many radii, but a process engineer wants three results: how large the hole is, where it sits, and how far it is from round. The practical decision is whether each result can be read from one angular harmonic, or whether the whole contour must be processed. The answer depends on the size of the edge perturbation and on how "ellipticity" is defined. For second-moment or fitted-ellipse ellipticity, harmonics zero, one and two suffice to first order. For the largest minus the smallest caliper width, they do not.

## 2. Edge and conventions

Choose an origin inside the hole and measure $\theta$ anticlockwise from the $x$ axis. Assume that each ray from the origin crosses the edge once, at radius

$$r(\theta)=R+\delta(\theta),\qquad R=R_0+a_0,$$

$$\delta(\theta)=\sum_{n\ge1}(a_n\cos n\theta+b_n\sin n\theta).$$

Here $R_0$ is the nominal radius and $a_0$ the mean radial change, so $\delta$ has zero angular mean. Put $C_n=a_n+ib_n$. Then

$$\delta=\sum_{n\ge1}\mathrm{Re}(C_ne^{-in\theta})
=\frac12\sum_{n\ge1}\left(C_ne^{-in\theta}+C_n^*e^{in\theta}\right).$$

The minus sign in the exponent makes $C_1$ point in the direction of the largest outward displacement.

"First order" means linear in the amplitudes, with $|\delta|\ll R$. The symbol $O(k)$ denotes terms containing at least $k$ amplitudes. The integral of $e^{im\theta}$ over a full turn vanishes for every nonzero integer $m$, so one term survives in

$$\int_0^{2\pi}\delta\,e^{in\theta}d\theta=\tfrac12C_n(2\pi)=\pi C_n. \tag{1}$$

This orthogonality does the sorting in what follows.

## 3. The zeroth harmonic: diameter

Define the diameter $D$ as that of the circle with the same area $A$. Integrating $r'dr'd\theta$ outwards to the edge gives

$$A=\frac12\int_0^{2\pi}(R^2+2R\delta+\delta^2)d\theta.$$

The middle term vanishes because $\delta$ has zero mean. Each squared cosine or sine integrates to $\pi$, and products of different harmonics vanish. Therefore

$$A=\pi\left(R^2+\frac12\sum_{n\ge1}|C_n|^2\right).$$

Since $A=\pi D^2/4$,

$$D=2\sqrt{R^2+\tfrac12\sum_{n\ge1}|C_n|^2}
=2(R_0+a_0)+\frac{1}{2R}\sum_{n\ge1}|C_n|^2+O(4). \tag{2}$$

The linear change is $2a_0$. The factor two appears because both ends of a diameter move outwards. All other harmonics add area at second order, and with one sign: roughness at fixed mean radius makes the equivalent diameter larger.

## 4. The first harmonic: position

Let $w=x+iy$ be the complex position of a point in the hole, and let $Z$ be its area average, the centroid. With $w=r'e^{i\theta}$, the radial integral of $r'^2$ is $r^3/3$, so

$$Z=\frac{1}{3A}\int_0^{2\pi}r^3e^{i\theta}d\theta.$$

Expand $r^3=R^3+3R^2\delta+3R\delta^2+\delta^3$. The constant integrates to zero, and equation (1) handles the linear term:

$$Z=\frac1A\left[\pi R^2C_1+R\int_0^{2\pi}\delta^2e^{i\theta}d\theta\right]+O(3).$$

The remaining integral selects the coefficient of $e^{-i\theta}$ in $\delta^2$. This exponential arises when $C_{n+1}e^{-i(n+1)\theta}$ multiplies $C_n^*e^{in\theta}$. The two orders of multiplication and the two factors of one half give $2\times\frac14=\frac12$, and the integral supplies $2\pi$. Because $A=\pi R^2+O(2)$,

$$Z=C_1+\frac1R\sum_{n\ge1}C_{n+1}C_n^*+O(3). \tag{3}$$

To first order the centre therefore moves by $(a_1,b_1)$. Geometrically, a small translation moves the edge outwards by the component of the translation along the radius, which is a cosine of one period per turn. At second order, neighbouring harmonics combine and also move the centroid.

## 5. The second harmonic: ellipticity

Define the central second moments as area averages: $\mu_{xx}$ and $\mu_{yy}$ are the variances of $x$ and $y$, and $\mu_{xy}$ is their covariance. Combine them as

$$Q=\mu_{xx}-\mu_{yy}+2i\mu_{xy}.$$

Since $(x+iy)^2=x^2-y^2+2ixy$, $Q$ is the average of $(w-Z)^2$, which equals the average of $w^2$ minus $Z^2$. The radial integral of $r'^3$ then gives

$$Q=\frac{1}{4A}\int_0^{2\pi}r^4e^{2i\theta}d\theta-Z^2.$$

Use $r^4=R^4+4R^3\delta+6R^2\delta^2+O(3)$. The linear term contributes $4\pi R^3C_2/(4\pi R^2)=RC_2$. For the quadratic term we need the coefficient of $e^{-2i\theta}$ in $\delta^2$. The first harmonic multiplied by itself gives $C_1^2/4$, and pairs whose orders differ by two give $\frac12\sum C_{n+2}C_n^*$. Hence

$$\int_0^{2\pi}\delta^2e^{2i\theta}d\theta
=\frac{\pi}{2}C_1^2+\pi\sum_{n\ge1}C_{n+2}C_n^*.$$

Its prefactor is $6R^2/(4\pi R^2)=3/(2\pi)$. Subtracting $Z^2=C_1^2+O(3)$ leaves

$$Q=RC_2-\frac14C_1^2+\frac32\sum_{n\ge1}C_{n+2}C_n^*+O(3). \tag{4}$$

To turn $Q$ into a difference of diameters, consider the uniform ellipse with the same second moments. A unit disc has $\langle x^2+y^2\rangle=\frac12$, hence $\langle x^2\rangle=\frac14$. Stretching it to semiaxes $a$ and $b$ gives principal moments $a^2/4$ and $b^2/4$. The principal moments of our contour are

$$\lambda_\pm=\frac{T\pm|Q|}{2},\qquad T=\mu_{xx}+\mu_{yy},$$

so its equivalent diameters are $D_\pm=4\sqrt{\lambda_\pm}$. Then $D_+^2-D_-^2=16|Q|$. Dividing by $D_++D_-$ gives the difference. Rotating the ellipse by $\phi$ multiplies $(w-Z)^2$ by $e^{2i\phi}$, so the phase of $Q$ is $2\phi$. Both facts fit in one complex ellipticity,

$$E=(D_+-D_-)e^{2i\phi}=\frac{16Q}{D_++D_-}. \tag{5}$$

The denominator is needed to first order. From the area average of $|w|^2$,

$$T=\frac{1}{4A}\int_0^{2\pi}r^4d\theta-|Z|^2=\frac{R^2}{2}+O(2).$$

Also $(D_++D_-)^2=16T+16\sqrt{T^2-|Q|^2}=16R^2+O(2)$. The sum is thus $4R+O(2)$, and

$$E=\frac{4Q}{R}+O(3)=4C_2+O(2). \tag{6}$$

The difference between major and minor diameters is $4|C_2|$, with the major axis at $\phi=\frac12\arg C_2$. The factor four has a simple origin: one semiaxis grows by $|C_2|$, the other shrinks by $|C_2|$, and each diameter contains two semiaxes. When $C_2=0$ the first-order tilt is undefined, and any remaining ellipticity comes from higher-order terms.

The linear rules were tested by applying each cosine and sine perturbation from $n=0$ to $n=6$ to a circle and measuring the Cartesian boundary. The largest departure from the predicted response was $1.5\times10^{-6}$ nm per nm.

## 6. Other definitions of the same words

**Fitted ellipse.** Let an ellipse have semiaxes $m\pm h$, with $h\ll m$, and let $\alpha$ be the angle from its major axis. Its radius satisfies

$$\frac1{\rho^2}=\frac{\cos^2\alpha}{(m+h)^2}+\frac{\sin^2\alpha}{(m-h)^2}
\simeq\frac1{m^2}\left(1-\frac{2h}{m}\cos2\alpha\right),$$

which gives $\rho\simeq m+h\cos2\alpha$. Moving its centre adds a first harmonic. A least-squares fit of radii at equally spaced angles therefore projects the edge, to first order, onto harmonics zero, one and two. By orthogonality it returns $m=R$, centre $C_1$ and diameter difference $4h=4|C_2|$. Harmonics from the third upwards stay in the residual, provided that the angles are closely enough spaced to resolve them. With only eight angles, for example, a sixth harmonic cannot be told from a second.

**Caliper width.** The distance from the origin to the tangent line facing direction $\phi$ is the maximum of $r(\theta)\cos(\theta-\phi)$. With $\theta=\phi+\eta$ and small $\eta$, this function is approximately

$$R+\delta(\phi)+\delta'(\phi)\eta-\tfrac12R\eta^2.$$

Its maximum, at $\eta=\delta'/R$, is $R+\delta+\delta'^2/(2R)$. Slopes enter at second order, provided that the curvature added by the perturbation is also small, $n^2|C_n|\ll R$. Adding the distances in directions $\phi$ and $\phi+\pi$ cancels odd harmonics and doubles even ones:

$$W(\phi)=2R+2\sum_{n=2,4,\ldots}\mathrm{Re}(C_ne^{-in\phi})+O(2). \tag{7}$$

The angular mean of $W$ is again $2R$ to first order, but its range can depend on any even harmonic, according to the amplitudes and phases present. A contour with $n=4$ alone and $|C_4|=0.15$ nm has a caliper range of $4\times0.15=0.60$ nm, while its moment ellipticity is zero to numerical precision. A specification must therefore say which ellipticity it limits.

## 7. A displaced circle

A perfect circle of radius $R_c$ shows how the choice of origin can mislead. Move it by $s$ along $x$. Solving the circle equation for the radius gives

$$r=s\cos\theta+\sqrt{R_c^2-s^2\sin^2\theta}
\simeq R_c-\frac{s^2}{4R_c}+s\cos\theta+\frac{s^2}{4R_c}\cos2\theta,$$

where $\sin^2\theta=(1-\cos2\theta)/2$ was used. A second harmonic has appeared although the object is round. In equation (4), $RC_2=s^2/4$ is cancelled by $-C_1^2/4=-s^2/4$, leaving $Q=0$ at this order. Likewise, the deficit $-s^2/(2R_c)$ in $2R$ is cancelled by the quadratic term in equation (2).

For $R_c=12$ nm and $s=2$ nm, reading $4a_2$ directly gives a false ellipticity of 0.34 nm, close to $s^2/R_c=0.33$ nm. The remedy is to move the origin to the centroid and extract the harmonics again. The new $C_1$ is then of second order, so its square no longer matters at the order considered.

## 8. One contour, worked through

Take $R_0=12$ nm, $a_0=0.30$ nm and, in nm,

$$C_1=0.40-0.30i,\quad C_2=0.30+0.40i,\quad C_3=0.20,\quad C_4=0.15i.$$

The first-order results are

$$D=2(12+0.30)=24.60\ \mathrm{nm},\qquad Z=(0.40,-0.30)\ \mathrm{nm},$$

$$|E|=4\sqrt{0.30^2+0.40^2}=2.00\ \mathrm{nm},$$

$$\phi=\tfrac12\arctan(0.40/0.30)=26.6^\circ.$$

The full contour gives $D=24.62$ nm, centre $(0.405,-0.283)$ nm, $|E|=2.09$ nm and tilt $26.5^\circ$. The first-order diameter is low by 0.09% of the contour value, and the ellipticity by 4%. The centre is wrong by 0.017 nm, or 3.5% of the first-order displacement of 0.50 nm.

The second-order terms account for most of these differences. For the centre,

$$\sum C_{n+1}C_n^*=0.25i+(0.06-0.08i)+0.03i=0.06+0.20i\ \mathrm{nm}^2.$$

Division by $R=12.3$ nm gives a correction of $(0.005,0.016)$ nm. For the ellipticity, $-C_1^2/4=-0.0175+0.060i$ and

$$\tfrac32(C_3C_1^*+C_4C_2^*)=\tfrac32(0.14+0.105i)=0.210+0.158i,$$

both in nm². Their sum times $4/R$ is $0.063+0.071i$ nm. Added to $4C_2=1.20+1.60i$ nm, it gives $|E|=2.09$ nm.

The order of the errors was tested by scaling all perturbations to 0.4 and then 0.2 of their full size. This halving reduced the first-order errors of centre and ellipticity by factors of 3.99 and 3.93, as expected for neglected quadratic terms. With those terms included the factors were 7.80 and 8.00, as expected for a cubic remainder.

For the same contour a fitted ellipse gives a diameter difference of 2.08 nm, and the caliper range is 2.13 nm. The closeness of the caliper value is particular to this contour. The fourth harmonic repeats every $90^\circ$, so it changes the widths along the two perpendicular ellipse axes equally and cancels from their difference. If a crest or trough of the fourth harmonic lies on each axis and $|C_4|\le|C_2|/4$, the range is unchanged to first order. Otherwise the direction of largest or smallest width, or both, moves away from those axes, which alters the range by an amount that depends on the amplitude and phase of $C_4$.

## 9. Random edges

Now let the whole radial deviation $u=a_0+\delta$ be a Gaussian random function with zero mean and covariance

$$\langle u(\theta)u(\theta')\rangle=\sigma^2e^{-\kappa|\Delta\theta|},\qquad
\kappa=\frac{R_0}{\xi},\quad|\Delta\theta|\le\pi.$$

Here $\sigma$ is the rms roughness and $\xi$ the correlation length along the edge. The statistics are assumed to be the same at every angle. Define the spectral weight

$$p_n=\frac1{2\pi}\int_{-\pi}^{\pi}e^{-\kappa|t|}\cos nt\,dt
=\frac1\pi\mathrm{Re}\int_0^\pi e^{-(\kappa-in)t}dt.$$

Evaluating the last integral, with $e^{in\pi}=(-1)^n$, gives

$$p_n=\frac{\kappa[1-(-1)^ne^{-\pi\kappa}]}{\pi(\kappa^2+n^2)}. \tag{8}$$

Since $a_0$ is the angular mean of $u$, its variance is the angular mean of the covariance, $\sigma^2p_0$. For $n\ge1$, $a_n=\pi^{-1}\int u\cos n\theta\,d\theta$. Set $\theta=\theta'+t$ in the double integral for its variance. The integral of $\cos n(\theta'+t)\cos n\theta'$ over $\theta'$ is $\pi\cos nt$, so

$$\mathrm{Var}\,a_n=\frac{1}{\pi^2}\,\pi\,(2\pi\sigma^2p_n)=2\sigma^2p_n,$$

and $b_n$ has the same variance. For two different harmonics the integral over $\theta'$ vanishes, so they are uncorrelated. For $a_n$ and $b_n$ of the same order it is proportional to $\sin nt$, which is odd in $t$ and integrates to zero against the even covariance. All the coefficients are therefore uncorrelated and, being jointly Gaussian, independent. To first order,

$$\mathrm{std}\,D=2\sigma\sqrt{p_0},\qquad \mathrm{std}\,x=\sigma\sqrt{2p_1}. \tag{9}$$

The ellipticity is the length of a vector with two independent Gaussian components. If each component has standard deviation $v$, the mean length is $\int_0^\infty(q^2/v^2)e^{-q^2/2v^2}dq=v\sqrt{\pi/2}$. With $v=4\sigma\sqrt{2p_2}$,

$$\langle|E|\rangle=4\sigma\sqrt{\pi p_2}. \tag{10}$$

Two limits show the role of correlation. If $\xi\gg R_0$, then $p_0\to1$ and the other weights vanish: the whole edge moves in or out together, and the diameter alone fluctuates. If $\xi\ll R_0$, the low harmonics share the weight $p_n\simeq\xi/(\pi R_0)$. All three spreads then fall as $\sqrt{\xi/R_0}$, because more independent edge segments are averaged.

For $\sigma=0.6$ nm and $\xi=6$ nm, $\kappa=2$ and the first three weights are 0.159, 0.128 and 0.079. Hence

$$\mathrm{std}\,D=2(0.6)\sqrt{0.159}=0.48\ \mathrm{nm},$$

$$\mathrm{std}\,x=0.6\sqrt{2(0.128)}=0.30\ \mathrm{nm},\qquad
\langle|E|\rangle=4(0.6)\sqrt{\pi(0.079)}=1.20\ \mathrm{nm}.$$

A sample of 6000 contours drawn directly from the covariance gave 0.48, 0.30 and 1.19 nm. A mean ellipticity of 1.2 nm therefore needs no systematic asymmetry in this model. To look for one, average the complex $E$ over many contacts: random orientations cancel, whereas a fixed distortion remains.

The quadratic term in equation (2) also has a nonzero mean. The variance at one edge point gives $p_0+2\sum_{n\ge1}p_n=1$, so $\langle\sum|C_n|^2\rangle=4\sigma^2\sum_{n\ge1}p_n=2\sigma^2(1-p_0)$. The mean diameter bias is $\sigma^2(1-p_0)/R_0=0.025$ nm, small beside the 0.48 nm spread.

## 10. Measurement errors and the real contact

Suppose that the edge is located at $M$ equally spaced angles with independent errors of rms $\sigma_m$. Then $a_2=(2/M)\sum_ju_j\cos2\theta_j$ acquires the extra variance $(4/M^2)\sigma_m^2(M/2)=2\sigma_m^2/M$, and so does $b_2$. A perfect circle therefore appears to have mean ellipticity $4\sigma_m\sqrt{\pi/M}$. For $\sigma_m=0.4$ nm and $M=64$ this is 0.35 nm. Variances add, so with real roughness present the mean rises from 1.20 to $\sqrt{1.20^2+0.35^2}=1.25$ nm.

A 1% magnification error along one scan axis adds a fixed distortion of $2(12)(0.01)=0.24$ nm. Unlike random noise, it survives averaging of $E$.

The example's 24 nm diameter, sub-nanometre roughness and correlation length of several nanometres are round values chosen for illustration, not data from a particular lithography process. The calculated spreads are model results, not measured ones. A real resist hole also has depth, which a single contour ignores. With a uniform wall tilt of $2^\circ$ through 30 nm of resist, the top and bottom diameters differ by $2(30)\tan2^\circ=2.1$ nm, more than four times the random diameter spread. To first order in the edge perturbation, a uniform tilt changes $a_0$ alone. If the tilt varies around the hole, the offset has harmonics of its own. To first order, its first harmonic makes the position depend on the height at which the edge is defined, and its second harmonic does the same for the ellipticity. Missing and merged contacts lie outside the small-perturbation model, so its Gaussian tails cannot supply their failure rates.

The numerical output below lists the values at higher resolution.

## Calculated quantities

```
Nominal radius R0: 12.0000 nm
Zeroth harmonic a0: 0.3000 nm
Harmonic 1: a=0.400, b=-0.300 nm
Harmonic 2: a=0.300, b=0.400 nm
Harmonic 3: a=0.200, b=0.000 nm
Harmonic 4: a=0.000, b=0.150 nm
Largest linear-response error, n=0..6: 1.5e-06 (nm/nm)
Diameter, first order: 24.6000 nm
Diameter, contour: 24.6229 nm
Diameter, second-order formula: 24.6229 nm
Centre, first order: 0.4000, -0.3000 nm
Centre, contour: 0.4048, -0.2834 nm
Centre, through second order: 0.4049, -0.2837 nm
Major-minor diameter, first order: 2.0000 nm
Major-minor diameter, contour: 2.0878 nm
Major-minor diameter, through second order: 2.0942 nm
Major-axis tilt, first order: 26.57 deg
Major-axis tilt, contour: 26.47 deg
Error ratio on halving, first order (centre, ellipticity): 3.99, 3.93
Error ratio on halving, second order (centre, ellipticity): 7.80, 8.00
Fitted ellipse, mean of major and minor diameters: 24.6433 nm
Fitted ellipse centre: 0.4052, -0.2853 nm
Fitted ellipse, major-minor diameter: 2.0773 nm
Caliper maximum-minimum, same contour: 2.1314 nm
Caliper maximum-minimum, harmonic 4 alone: 0.6000 nm
Moment ellipticity, harmonic 4 alone: 6.3e-15 nm
Circle displacement: 2.0000 nm
False 4*a2 about old origin: 0.3357 nm
Moment ellipticity of displaced circle: 2.1e-09 nm
Random edge: rms=0.60 nm, correlation length=6.00 nm
Spectral weights p0, p1, p2: 0.1589, 0.1276, 0.0794
Random contours: 6000, vertices each: 512
Diameter std, formula and sampled: 0.478, 0.479 nm
Centre x std, formula and sampled: 0.303, 0.303 nm
Centre y std, sampled: 0.302 nm
Harmonic a2 std, formula: 0.239 nm
Mean ellipticity, formula and sampled: 1.199, 1.194 nm
Largest sampled cross-correlation: 0.026
Mean diameter bias, formula and sampled: 0.0252, 0.0242 nm
Edge-detection noise: 0.40 nm at 64 points
False mean ellipticity from noise, formula and sampled: 0.354, 0.356 nm
Mean ellipticity with roughness and noise, formula: 1.250 nm
Scan-axis magnification error: 1.0 %
False ellipticity from magnification error: 0.240 nm
Resist depth and wall tilt: 30.0 nm, 2.0 deg
Top-bottom diameter difference from wall tilt: 2.095 nm
```
